# The Mead-Truhlar vector potential and the molecular Aharonov-Bohm effect, part 2

The usual Born-Oppenheimer recipe, with a single-valued nuclear function, gives the wrong spectrum when the nuclei can encircle an odd number of conical intersections (CIs). Hartree atomic units are used. Nuclear coordinates $(x,y)=\rho(\cos\phi,\sin\phi)$ carry mass $M$, with $\mathbf p=-i\nabla$ and $L=-i\partial_\phi$. In a real diabatic basis of two electronic states, on which the Pauli matrices act,

$$H=\frac{p^2}{2M}+H_{\rm el},\qquad H_{\rm el}=V_0+|W|\,(\cos\alpha\,\sigma_z+\sin\alpha\,\sigma_x),\qquad W=|W|e^{i\alpha}. \tag{1}$$

The linear $E\otimes e$ model has $W=F\rho e^{i\phi}$, $V_0=\tfrac12M\omega^2\rho^2$. The surfaces are $E_\pm=V_0\pm|W|$. The rotation $U(\alpha)=e^{-i\sigma_y\alpha/2}$ gives $H_{\rm el}=V_0+|W|\,U\sigma_zU^\dagger$; its second column is the real lower state $\chi$.

Round a loop $\alpha$ grows by $2\pi w$ and $\chi\to(-1)^w\chi$. The winding number $w$ sums those of the enclosed zeros of $W$; a simple zero has $w=\pm1$, the sign of the determinant of its linear map. For the linear model, with any integer $n$, the single-valued state is

$$\tilde\chi=e^{i(n+\frac12)\phi}\chi,\qquad \Psi=\tilde\psi\,\tilde\chi. \tag{5}$$

The nuclear function $\tilde\psi$ is then periodic and obeys

$$\left[\frac{(\mathbf p-\mathbf A)^2}{2M}+D+E_-\right]\tilde\psi=E\tilde\psi,\qquad D=\frac{\langle\nabla\tilde\chi|\cdot|\nabla\tilde\chi\rangle-A^2}{2M}. \tag{10}$$

$$\mathbf A=-\frac{n+\frac12}{\rho}\,\mathbf e_\phi,\qquad D=\frac{1}{8M\rho^2},\qquad \gamma\equiv\oint\mathbf A\cdot d\mathbf R=-\pi(2n+1). \tag{11}$$

This $\mathbf A$ matches a solenoid carrying half a flux quantum, $h/2e$ for charge $e$. From lower states at points along a loop,

$$\gamma=-\mathrm{Im}\ln\prod_k\langle\tilde\chi_k|\tilde\chi_{k+1}\rangle. \tag{13}$$

The rotational constant is $B=1/2M\rho^2$. The tabulated ring levels are those of the kinetic operator alone, without $D$.

Adding $\Delta\sigma_y$ to the linear model opens a gap. With $\epsilon=\sqrt{F^2\rho^2+\Delta^2}$, the flux through a disc and the field are

$$\gamma(\rho)=\pi\,\mathrm{sgn}(\Delta)\left(1-\frac{|\Delta|}{\epsilon}\right),\qquad \mathcal B=\frac1\rho\frac{d(\rho A_\phi)}{d\rho}=\frac{\Delta F^2}{2\epsilon^3}. \tag{16}$$

The final table tests this flux against sums over small cells (plaquettes), writing $\Delta/F\rho$ as "gap/(F rho)".

### Half-integer angular momentum

Take $n=0$ and $\tilde\psi=e^{im\phi}u(\rho)/\sqrt\rho$ with integer $m$. The kinetic angular momentum is $L-\rho A_\phi=L+\tfrac12$, with eigenvalue

$$j=m+\tfrac12=\pm\tfrac12,\pm\tfrac32,\dots \tag{17}$$

The radial part of the Laplacian obeys $(\partial_\rho^2+\rho^{-1}\partial_\rho)(u\rho^{-1/2})=\rho^{-1/2}(u''+u/4\rho^2)$. In detail, the second derivative gives $\rho^{-1/2}(u''-u'/\rho+3u/4\rho^2)$ and the other term gives $\rho^{-1/2}(u'/\rho-u/2\rho^2)$. Equation (10) becomes

$$-\frac{u''}{2M}+\left[\frac{j^2-\frac14}{2M\rho^2}+\frac{1}{8M\rho^2}+V_0-F\rho\right]u=Eu. \tag{18}$$

The term $D$ cancels the $-\tfrac14$, leaving $j^2/2M\rho^2$. The equation depends on $j^2$ and $j=0$ does not occur, so every level, the lowest included, is a doublet.

The half-integer is an exact quantum number of the two-state linear model. Write the full state as $\Psi=U(\phi)\xi$. From $-i\partial_\phi U=-\tfrac12\sigma_yU$ one has $L\,U\xi=U(L-\tfrac12\sigma_y)\xi$, and therefore

$$J\equiv L+\tfrac12\sigma_y,\qquad J\,U\xi=U\,L\xi. \tag{19}$$

In the rotated frame the Hamiltonian is the radial kinetic energy plus $(L-\tfrac12\sigma_y)^2/2M\rho^2+V_0+F\rho\,\sigma_z$. It contains no $\phi$ and commutes with $L$, so $[H,J]=0$. Because $U(2\pi)=-1$ and $\Psi$ is single-valued, $\xi$ is antiperiodic and $\xi\propto e^{ij\phi}$ with half-integer $j$. The one-surface state is $\xi=e^{i\phi/2}\tilde\psi\,(0,1)^{\rm T}$, for which (19) returns (17). Using $\sigma_y^2=1$,

$$\frac{(j-\frac12\sigma_y)^2}{2M\rho^2}=\frac{j^2+\frac14}{2M\rho^2}-\frac{j\,\sigma_y}{2M\rho^2}. \tag{20}$$

The diagonal part reproduces the angular and $D$ terms of (18). The off-diagonal part couples the surfaces and is the only thing (18) neglects. As (18) restricts the trial space within a sector of fixed $j$, its lowest energy is an upper bound to the exact one, too high by about $(jB)^2/2F\rho$ in second order. The neglected term grows as $\rho^{-2}$ while the gap closes as $\rho$, so (18) fails for states with amplitude near the origin. The matrix $\sigma_y$ acts on two orbital states, and $j$ is neither an electron spin nor the rotational angular momentum of the molecule in space.

### Quadratic coupling

Adding a quadratic coupling breaks the cylindrical symmetry of the linear model. With $z=x+iy$, threefold symmetry allows $W=Fz+G\bar z^2$. Besides $z=0$, the zeros satisfy $Fe^{i\phi}=-G\rho e^{-2i\phi}$, which gives three more intersections at $\rho=F/G$, $e^{3i\phi}=-1$. For $\delta W=a\,\delta z+b\,\delta\bar z$ the determinant of the real map is $|a|^2-|b|^2$, here $F^2-4G^2\rho^2$. It is $+F^2$ at the origin and $-3F^2$ at the outer points, which therefore have $w=-1$. A loop round all four has $w=1-3=-2$ and no sign change. Equation (13), evaluated for $F=1$, $G=0.5$ in model units (outer intersections at $\rho=2.0$), gives $e^{i\gamma}=-1.000000$ for three circles enclosing one intersection ($w=+1,+1,-1$) and $+1.000000$ for circles enclosing none, two and four ($w=0,0,-2$).

The operator $e^{-i\beta J}$ replaces $W(z)$ by $e^{i\beta}W(e^{-i\beta}z)$, the prefactor coming from $U(\beta)$. The linear term is unchanged and the quadratic term gains $e^{3i\beta}$, so only $\beta=2\pi/3$ and its multiples survive and $j$ is conserved modulo 3. Since $H$ is real and conjugation reverses $J$, states with the conjugate eigenvalues $e^{\mp i\pi/3}$, which descend from $j=\pm\tfrac12$ and $j=\mp\tfrac52$, stay degenerate as an $E$ level. Both $j=\pm\tfrac32$ have eigenvalue $-1$ and can mix. To first order in $G$, $-|W|=-F\rho\,|1+(G\rho/F)e^{-3i\phi}|\approx-F\rho-G\rho^2\cos3\phi$, whose matrix element between $e^{\pm3i\phi/2}$ is $-G\rho^2/2$. The pair splits by about $G\langle\rho^2\rangle$.

### Worked example

The chosen model inputs are $M=23$ u $=41926.4\,m_e$, $\omega=4.0\times10^{-4}\,E_h=87.79$ cm$^{-1}$ and $\kappa=F/(\omega\sqrt{M\omega})=4$. The length unit is $(M\omega)^{-1/2}=0.24419$ bohr, so $F=4\times4.0\times10^{-4}/0.24419=6.5523\times10^{-3}\,E_h$/bohr. Minimizing $V_0-F\rho$ gives $\rho_0=F/M\omega^2=4\times0.24419=0.97676$ bohr and depth $E_{\rm JT}=\kappa^2\omega/2=3.2\times10^{-3}\,E_h=702.3$ cm$^{-1}$. At the trough the gap is $2F\rho_0=1.28\times10^{-2}\,E_h$, $|\mathbf A|=1/(2\times0.97676)=0.51190$ bohr$^{-1}$, $B=\omega/2\kappa^2=0.03125\,\omega=1.25\times10^{-5}\,E_h=2.7434$ cm$^{-1}$ and $D=B/4=0.6859$ cm$^{-1}$.

Exact levels were computed by diagonalizing (1) in a Cartesian oscillator basis with up to 40 quanta, into which no vector potential enters, and $|J|$ was evaluated from the eigenvectors. Equation (18) was solved by finite differences, with half-integer $j$ and also with integer $m$ in its place. The table lists $(E+E_{\rm JT})/\omega$. The first three entries of each row are doublets, and of the integer levels only $m=0$ is single.

| exact $\lvert J\rvert$ | exact | Eq. (18) | $\lvert m\rvert$ | integer $m$ |
|---|---|---|---|---|
| 0.500000 | 0.508669 | 0.508682 | 0 | 0.499999 |
| 1.500000 | 0.577112 | 0.577227 | 1 | 0.534573 |
| 2.500000 | 0.709725 | 0.710005 | 2 | 0.635976 |

Equation (18) lies above the exact levels by $1.3\times10^{-5}$, $1.1\times10^{-4}$ and $2.8\times10^{-4}\,\omega$, as the variational bound requires. These differences include a grid error of about $-8\times10^{-7}\,\omega$ in the radial levels, which can move the last digit of the finite-difference columns by one. With converged radial levels the differences are $1.42\times10^{-5}$, $1.16\times10^{-4}$ and $2.81\times10^{-4}\,\omega$, in the ratio $1:8.2:19.8$, a growth somewhat slower than the $1:9:25$ of $j^2$. For $j=\tfrac12$ the second-order estimate at $\rho_0$ is $(0.5\times1.25\times10^{-5})^2/1.28\times10^{-2}=3.1\times10^{-9}\,E_h$, or $7.6\times10^{-6}\,\omega$. The estimate varies as $\rho^{-5}$, so the spread of the radial function about $\rho_0$ raises it. For a Gaussian in $\delta=(\rho-\rho_0)/\rho_0$ with $\langle\delta^2\rangle=1/2\kappa^2=1/32$, the expansion of $(1+\delta)^{-5}$ through fourth order gives $1+15\langle\delta^2\rangle+70\cdot3\langle\delta^2\rangle^2=1.67$, which raises the estimate to about $1.3\times10^{-5}\,\omega$, against the converged difference of $1.42\times10^{-5}\,\omega$; the full second-order sum over the radial states of the upper surface gives $1.41\times10^{-5}\,\omega$. This factor is only a rough guide: the series is asymptotic, because the full average of $\rho^{-5}$ diverges at the origin, where the gap closes and the local estimate fails. For $m=0$ the centrifugal term vanishes and the well is harmonic about $\rho_0$, apart from the condition $u(0)=0$, which raises the level by $2.5\times10^{-7}\,\omega$ above $\tfrac12$; the grid error of $-7.8\times10^{-7}\,\omega$ then gives the entry 0.499999.

The exact excitation energies 6.009 and 17.651 cm$^{-1}$ compare with 6.018 and 17.674 from (18), and with the rigid-ring values $B(j^2-\tfrac14)=2\times2.7434=5.487$ and $6\times2.7434=16.461$ cm$^{-1}$. The rigid ring is low because the relevant average is $\langle\rho^{-2}\rangle$. For a Gaussian of variance $1/2M\omega$ about $\rho_0$, expanding $(1+\delta)^{-2}$ in $\delta=(\rho-\rho_0)/\rho_0$ gives $1+3\langle\delta^2\rangle=1+3/2\kappa^2=1.094$, and $5.487\times1.094=6.00$ cm$^{-1}$. The closeness to 6.009 is partly a cancellation. The next term, $5\langle\delta^4\rangle=15/4\kappa^4=0.015$, adds about 0.08 cm$^{-1}$, and centrifugal stretching works the other way: the outward force $2Bj^2/\rho_0$ against the force constant $M\omega^2$ lowers a level by $(2Bj^2/\rho_0)^2/2M\omega^2=j^4\omega/2\kappa^6$ at leading order, which takes 0.05 cm$^{-1}$ from the first excitation and 0.42 cm$^{-1}$ from the second. Higher orders in $1/\kappa^2$ increase both reductions by more than half. The factor 1.094 alone gives 18.0 cm$^{-1}$ for the second excitation, above the exact value. The ratio of the first two excitation energies is $6.009/17.651=0.3404$, near the rigid half-integer value $2/6=\tfrac13$, while integer $m$ gives $3.035/11.937=0.2543$, near $\tfrac14$. Both exceed the rigid ratios because the stretching term grows as the fourth power of the quantum number and so removes a larger fraction of the higher excitation.

A weak quadratic coupling $g=G/M\omega^2=0.005$ puts the outer intersections at $(\kappa/g)\times0.24419=195.4$ bohr, far outside the range of any such model, so the trough encloses one intersection. The exact levels become 0.000, 0.000, 3.164, 10.535, 19.255 and 19.255 cm$^{-1}$. The ground and $j=\pm\tfrac52$ levels remain doublets and the $j=\pm\tfrac32$ pair splits by $10.535-3.164=7.371$ cm$^{-1}$. The first-order estimate, with $\langle\rho^2\rangle=(\kappa^2+\tfrac12)/M\omega$, is $g\,\omega\,(\kappa^2+\tfrac12)=0.005\times87.79\times16.5=7.24$ cm$^{-1}$. This average is that of the unstretched well. The $j=\pm\tfrac32$ states have $M\omega\langle\rho^2\rangle=16.83$, which gives 7.39 cm$^{-1}$, and the exact splitting tends to $16.88\,g\omega$ as $g\to0$, or 7.41 cm$^{-1}$ when scaled to $g=0.005$, so higher orders in $g$ lower the splitting slightly.

## Table of computed values

```
symbolic: rho*A_phi = -(n+1/2), D = 1/(8 M rho^2), J = L + sigma_y/2
Wilson loops: F = 1, G = 0.5, outer CIs at rho = 2.0 (model units)
 centre +0.0 radius 1.0: CIs 1, w +1, exp(i gamma) -1.000000
 centre +0.3 radius 0.8: CIs 1, w +1, exp(i gamma) -1.000000
 centre +1.0 radius 0.5: CIs 0, w +0, exp(i gamma) +1.000000
 centre -2.0 radius 0.5: CIs 1, w -1, exp(i gamma) -1.000000
 centre -1.0 radius 1.5: CIs 2, w +0, exp(i gamma) +1.000000
 centre +0.0 radius 3.0: CIs 4, w -2, exp(i gamma) +1.000000
gap/(F rho) +1.00: flux/pi plaquettes +0.29289, formula +0.29289
gap/(F rho) +0.10: flux/pi plaquettes +0.90049, formula +0.90050
gap/(F rho) +0.01: flux/pi plaquettes +0.99000, formula +0.99000
gap/(F rho) -0.01: flux/pi plaquettes -0.99000, formula -0.99000
ring E/B, CI inside   : 0.2500 0.2500 2.2499 2.2499 6.2492 6.2492
ring E/B, solenoid -pi: 0.2500 0.2500 2.2499 2.2499 6.2492 6.2492
ring E/B, antiperiodic: 0.2500 0.2500 2.2499 2.2499 6.2492 6.2492
ring E/B, CI outside  : 0.0000 1.0000 1.0000 3.9997 3.9997 8.9983
half flux quantum: pi a.u. = h/2e = 2.067834e-15 Wb
inputs: M = 23 u = 41926.4 m_e, kappa = 4.0, Nmax = 40
omega = 4.0e-04 Eh = 87.79 cm^-1; 1 Eh = 219474.6 cm^-1
length unit = 0.24419 bohr, rho0 = 0.97676 bohr
F = 6.55230e-03 Eh/bohr
E_JT = 3.2000e-03 Eh = 702.3 cm^-1
gap at rho0 = 1.2800e-02 Eh
|A(rho0)| = 0.51190 1/bohr
B = 1.2500e-05 Eh = 2.7434 cm^-1 = 0.03125 omega
D(rho0) = B/4 = 3.1250e-06 Eh = 0.6859 cm^-1
levels (E + E_JT)/omega: |J|, exact, half-integer j, diff | m, no phase
 0.500000 0.508669 0.508682 1.3e-05 | 0 0.499999
 0.500000 0.508669 0.508682 1.3e-05 | 1 0.534573
 1.500000 0.577112 0.577227 1.1e-04 | 1 0.534573
 1.500000 0.577112 0.577227 1.1e-04 | 2 0.635976
 2.500000 0.709725 0.710005 2.8e-04 | 2 0.635976
 2.500000 0.709725 0.710005 2.8e-04 | 3 0.798423
exact E-E0 (cm^-1)   : 0.000 0.000 6.009 6.009 17.651 17.651
j radial E-E0 (cm^-1): 0.000 0.000 6.018 6.018 17.674 17.674
m radial E-E0 (cm^-1): 0.000 3.035 3.035 11.937 11.937 26.199
rigid B(j^2-1/4) (cm^-1): 0.000 0.000 5.487 5.487 16.461 16.461
gap ratio: exact 0.3404 (rigid 1/3), no phase 0.2543 (rigid 1/4)
g = 0.005: outer CIs at rho = 195.4 bohr
g levels E-E0 (cm^-1): 0.000 0.000 3.164 10.535 19.255 19.255
splitting of j = 3/2 pair = 7.371 cm^-1
```
